# Cross-plane heat conduction of a grey phonon film between black walls

## Definitions and conventions

A film occupies $0<x<L$. Heat flows along $+x$, from a wall at temperature $T_1$ to a wall at a lower temperature $T_2$. The phonons have heat capacity $C$ per unit volume, one speed $v$ and one mean free path $\Lambda$. This is the grey model. The material is isotropic, the state is steady, no heat is generated in the film, and no electric current flows.

Let $\mu$ be the cosine of the angle between a phonon's velocity and $+x$. The phonon energy per volume and per solid angle is written as $C\phi(x,\mu)/4\pi$, which defines a directional temperature $\phi$. All temperatures in such expressions are measured from a common reference near $T_1$ and $T_2$. The difference $T_1-T_2$ is small enough for $C$, $v$ and $\Lambda$ to be treated as constants.

A black wall absorbs every phonon that reaches it and emits isotropically at its own temperature. Thus $T_1$ and $T_2$ are the temperatures of the emitted phonons. They need not equal the local temperature just inside the film.

With solid angle element $2\pi\,d\mu$, the heat flux is

$$q=\int_{-1}^{1}v\mu\,\frac{C\phi}{4\pi}\,2\pi\,d\mu=\frac{Cv}{2}\int_{-1}^{1}\mu\phi\,d\mu .$$

It is useful to split it into the flux carried towards $+x$ and the flux carried towards $-x$, each counted as positive,

$$J_+(x)=\frac{Cv}{2}\int_0^1\mu\,\phi(x,\mu)\,d\mu,\qquad J_-(x)=\frac{Cv}{2}\int_0^1\mu\,\phi(x,-\mu)\,d\mu,$$

so that $q=J_+-J_-$. The quantities sought are

$$k_{\rm eff}=\frac{qL}{T_1-T_2},\qquad {\rm Kn}=\frac{\Lambda}{L}.$$

## First case: no scattering in the film

If $L\ll\Lambda$, almost every phonon crosses without a collision. Those moving right have $\phi=T_1$, and those moving left have $\phi=T_2$. Since $\int_0^1\mu\,d\mu=1/2$,

$$J_+=\frac{CvT_1}{4},\qquad J_-=\frac{CvT_2}{4},\qquad q=\frac{Cv}{4}(T_1-T_2).$$

The flux does not depend on $L$, so $k_{\rm eff}=CvL/4$ is proportional to thickness. The film has no local conductivity in this limit; $k_{\rm eff}$ merely expresses its conductance as if it had one. The finite resistance $4/(Cv)$ comes from the limited rate at which the walls can emit energy.

## Second case: scattering far from any wall

In the relaxation-time model, scattering drives $\phi$ towards a local temperature $T(x)$:

$$\mu\frac{\partial\phi}{\partial x}=\frac{T-\phi}{\Lambda}. \tag{1}$$

Multiplying by $Cv/2$ and integrating over $\mu$ gives

$$\frac{dq}{dx}=\frac{Cv}{2\Lambda}\left(2T-\int_{-1}^{1}\phi\,d\mu\right).$$

Steady energy conservation without sources requires $dq/dx=0$, hence

$$T(x)=\frac12\int_{-1}^{1}\phi(x,\mu)\,d\mu. \tag{2}$$

Try a solution linear in position and direction, $\phi=a+bx+c\mu$. The term $c\mu$ averages to zero, so (2) gives $T=a+bx$. Equation (1) then becomes $\mu b=-c\mu/\Lambda$, or $c=-\Lambda b$. Therefore

$$\phi=T-\Lambda\mu T',\qquad T'=\text{constant}, \tag{3}$$

solves the grey Boltzmann equation without approximation. Its heat flux is

$$q=\frac{Cv}{2}\left[T\int_{-1}^{1}\mu\,d\mu-\Lambda T'\int_{-1}^{1}\mu^2d\mu\right]
=-\frac{Cv\Lambda}{3}T'.$$

The first integral is zero and the second is $2/3$. This is Fourier's law with

$$k=\frac{Cv\Lambda}{3}.$$

The minus sign in (3) has a direct meaning. When $T'<0$, phonons moving right carry the temperature of the hotter region they came from.

## Adding one wall

At the hot wall, black emission requires $\phi(0,\mu)=T_1$ for every $\mu>0$. The diffusion solution instead gives $T(0)+\Lambda\mu|T'|$, which varies with angle. The two cannot agree at every angle unless $T'=0$. This is where the approximation enters: the angular condition is replaced by equality of the energy flux leaving the wall.

For the diffusion solution,

$$J_+=\frac{Cv}{2}\left[\frac T2-\frac{\Lambda T'}3\right]
=\frac{CvT}{4}+\frac q2,$$

because $-Cv\Lambda T'/6=q/2$. Reversing the direction changes the sign of the term containing $T'$, so

$$J_-=\frac{CvT}{4}-\frac q2 .$$

Their difference is $q$, as it must be. Equating $J_+(0)$ to the black emission $CvT_1/4$ gives

$$\frac{CvT(0)}4+\frac q2=\frac{CvT_1}4
\quad\Longrightarrow\quad T_1-T(0)=\frac{2q}{Cv}. \tag{4}$$

This is the radiative temperature jump. Substituting $q=Cv\Lambda|T'|/3$ shows that it equals $\tfrac23\Lambda|T'|$. In a thick film at fixed heat flux the jump stays constant while the interior drop grows with $L$, so its relative importance vanishes.

## Adding the second wall

At $x=L$ the cold wall emits towards $-x$. Flux matching now applies to $J_-$:

$$\frac{CvT(L)}4-\frac q2=\frac{CvT_2}4
\quad\Longrightarrow\quad T(L)-T_2=\frac{2q}{Cv}.$$

The linear interior profile contributes $T(0)-T(L)=qL/k$. Adding the three drops,

$$T_1-T_2=q\left(\frac Lk+\frac4{Cv}\right).$$

From $k=Cv\Lambda/3$ we have $4/(Cv)=4\Lambda/(3k)$, so

$$T_1-T_2=\frac{qL}{k}\left(1+\frac{4\Lambda}{3L}\right),$$

and therefore

$$\boxed{k_{\rm eff}=\frac{k}{1+\frac43{\rm Kn}}}. \tag{5}$$

For ${\rm Kn}\to0$ this returns $k$. For ${\rm Kn}\to\infty$ it gives $3k/(4{\rm Kn})=CvL/4$, the result of the first case. The second agreement needs an explanation, since diffusion has no evident right to describe a film without collisions.

## Why the ballistic limit survives

There is a second route to (5) that shows what has been assumed. Define the second angular moment

$$P(x)=\frac12\int_{-1}^{1}\mu^2\phi\,d\mu.$$

Multiply (1) by $\mu/2$ and integrate. The term with $T$ vanishes because $\mu$ is odd, leaving

$$\frac{dP}{dx}=-\frac1{2\Lambda}\int_{-1}^{1}\mu\phi\,d\mu=-\frac{q}{Cv\Lambda}.$$

Since $q$ is constant,

$$P(0)-P(L)=\frac{qL}{Cv\Lambda}. \tag{6}$$

This relation holds for the full grey equation at any thickness.

Now suppose that the phonons arriving at the hot wall are isotropic over their half-range, with temperature $T_b$. Then $J_-(0)=CvT_b/4$. The balance $q=J_+(0)-J_-(0)$ gives $T_b=T_1-4q/(Cv)$. Each half-range contributes one sixth of its temperature to $P$, so

$$P(0)=\frac{T_1+T_b}{6}=\frac{T_1}{3}-\frac{2q}{3Cv}.$$

The same assumption at the cold wall gives $P(L)=T_2/3+2q/(3Cv)$. Inserting both in (6),

$$\frac{qL}{Cv\Lambda}=\frac{T_1-T_2}{3}-\frac{4q}{3Cv}.$$

Multiplication by 3 and division by the coefficient of $q$ reproduces (5). In a collisionless film the arriving phonons really are isotropic, because they come straight from the opposite black wall. That is why the ballistic limit is correct.

The same argument gives the sign of the error. Follow the phonons arriving at the hot wall backwards. With $s$ the path length in units of $\Lambda$, the solution of (1) is

$$\phi(0,-\mu)=\int_0^\infty T(\mu s\Lambda)e^{-s}\,ds,$$

where $T$ is set to $T_2$ beyond the cold wall. If $T(x)$ falls steadily towards the cold wall and stays at or above $T_2$, this expression decreases with $\mu$: steeply arriving phonons come from deeper, colder places.

Introduce the flux average $\langle f\rangle=2\int_0^1\mu f\,d\mu$, for which $\langle\mu\rangle=2/3$. Let $T_b=\langle\phi(0,-\mu)\rangle$, so that $J_-(0)$ is still $CvT_b/4$. Since $\mu$ rises while $\phi(0,-\mu)$ falls, the average of their product cannot exceed the product of their averages:

$$\frac12\int_0^1\mu^2\phi(0,-\mu)\,d\mu
=\frac14\langle\mu\phi\rangle\le\frac14\cdot\frac23T_b=\frac{T_b}{6}.$$

Thus the true $P(0)$ is no larger than the value used above. By the mirror argument, $P(L)$ is no smaller. Equation (6) then makes the true flux no larger than the flux from (5). For a monotonic temperature profile, the formula is an upper bound within the grey model.

## Testing the approach to each limit

Consider first a thin film, with $\tau=L/\Lambda\ll1$. By linearity, set the cold wall at zero and follow the energy emitted by the hot wall. The flux-weighted probability of crossing without a collision is

$$2\int_0^1\mu e^{-\tau/\mu}d\mu\simeq2\int_0^1(\mu-\tau)\,d\mu=1-2\tau .$$

The expansion fails for $\mu\lesssim\tau$, but that range contributes only at order $\tau^2$. The next term of the expansion, $\int_\tau^1(\tau^2/\mu)\,d\mu$, makes the neglected part of order $\tau^2\ln(1/\tau)$, which is still small compared with $\tau$. A fraction $2\tau$ is therefore scattered. Scattering is isotropic, so half of this energy returns to the hot wall; further collisions enter at higher order. Hence

$$\frac{q}{Cv(T_1-T_2)/4}\simeq1-\tau .$$

Equation (5) gives $1/(1+3\tau/4)\simeq1-3\tau/4$. The limit is right, but the first correction is too small. At $\tau=0.001$, a numerical solution of the integral form of (1) and (2) gives a slope of 0.996, against 0.749 from the formula.

In a thick film, layers of nonlinear temperature form near the walls, while (3) holds between them. Extrapolating the straight interior profile to a wall gives a jump $z_0\Lambda|T'|$. For black emission the kinetic value is $z_0\simeq0.710$, the Milne extrapolation length in units of $\Lambda$, instead of $2/3$. If the two layers do not overlap,

$$T_1-T_2=|T'|(L+2z_0\Lambda),\qquad
k_{\rm eff}\simeq\frac{k}{1+1.421\,{\rm Kn}} .$$

The number 1.421 was obtained both from the numerical Boltzmann solution at ${\rm Kn}=0.01$ and from a separate quadrature for $2z_0$. To first order in Kn, formula (5) is therefore high by a relative amount $(1.421-1.333){\rm Kn}\simeq0.09\,{\rm Kn}$.

Between these limits, (5) was compared with the numerical grey solution at 81 values of Kn from 0.01 to 100. It was higher at every one. The largest excess, relative to the kinetic result, was 3.4%, near ${\rm Kn}=1.4$.

## A 100 nm silicon film

Take rough grey parameters for the heat-carrying acoustic phonons of silicon near 300 K: $C=0.93$ MJ/(m³ K), $v=1800$ m/s and $\Lambda=260$ nm. The walls are at 305 K and 295 K. Then

$$k=\frac{(0.93\times10^6)(1800)(260\times10^{-9})}{3}=145\ {\rm W/(m\,K)},$$

and ${\rm Kn}=260/100=2.60$. Equation (5) gives

$$k_{\rm eff}=\frac{145.1}{1+\frac43(2.60)}=\frac{145.1}{4.467}=32.5\ {\rm W/(m\,K)},$$

or 0.325 W/(cm K).

The resistances show where the reduction comes from. The diffusive part is $L/k=0.689$ m² K/GW, while the two jumps contribute $4/(Cv)=2.389$ m² K/GW. The heat flux is

$$q=\frac{10\ {\rm K}}{(0.689+2.389)\ {\rm m^2\,K/GW}}=3.25\ {\rm GW/m^2}.$$

Each jump is 3.88 K and the interior drop is 2.24 K, which add to 10 K. More than three quarters of the temperature difference is thus assigned to the walls.

The kinetic solution gives 31.5 W/(m K), so the formula is 3.1% high. The local temperatures differ more. The kinetic jump between the emitted phonons and the energy density just inside the film is 3.37 K at each wall, leaving 3.26 K across the film. The values $T(0)$ and $T(L)$ in the jump model are parameters of a straight diffusion profile. They serve the flux better than they serve the local temperature.

Thickness changes the balance. With the material parameters held fixed, the formula gives 7.9 W/(m K) at 20 nm and 108 W/(m K) at 1000 nm. Even at 5000 nm the value, 136 W/(m K), is still about 6% below bulk.

## Generalizing to walls that are not black

Let each wall absorb a fraction $\varepsilon$ of the arriving energy and reflect the rest diffusely. Its emission is also multiplied by $\varepsilon$, so that no heat flows when wall and film have the same temperature. At the hot wall,

$$J_+=\varepsilon\frac{CvT_1}{4}+(1-\varepsilon)J_- .$$

Insert the diffusion expressions for $J_\pm$:

$$\frac{CvT(0)}4+\frac q2
=\varepsilon\frac{CvT_1}{4}+(1-\varepsilon)\left[\frac{CvT(0)}4-\frac q2\right].$$

Collect the temperature terms on one side and the flux terms on the other:

$$\varepsilon\frac{Cv}{4}[T_1-T(0)]
=\frac q2+(1-\varepsilon)\frac q2=\frac{(2-\varepsilon)q}{2}.$$

The jump is therefore

$$T_1-T(0)=\frac{4q}{Cv}\left(\frac1\varepsilon-\frac12\right).$$

The cold wall gives an equal jump. Adding both to $qL/k$, and using $4/(Cv)=4\Lambda/(3k)$ again,

$$k_{\rm eff}=\frac{k}{1+\frac83\left(\frac1\varepsilon-\frac12\right){\rm Kn}}. \tag{7}$$

For $\varepsilon=1$ the bracket is $1/2$ and (5) returns. For $\varepsilon\to0$ the walls exchange no energy with the film and $k_{\rm eff}\to0$. Equation (7) agreed with the numerical Boltzmann solution within 4% for $\varepsilon=0.2$, 0.5 and 0.8, each at ${\rm Kn}=0.1$, 1, 2.6 and 10. This is to be expected. Emitted and reflected energy both leave a diffuse wall isotropically, so the film sees a black wall at a shifted temperature. Putting $J_-=J_+-q$ in the wall balance shows that the shift is $(4q/Cv)(1/\varepsilon-1)$, with no approximation. Each wall thus adds an exact series resistance, and the relative error of (7) is smaller than that of (5) at the same Kn. For ${\rm Kn}=2.6$ and $\varepsilon=0.5$, adding these resistances to the kinetic black-wall result gives 12.6 W/(m K) with the silicon parameters above.

For the example with $\varepsilon=0.5$, the jump resistance triples to $3\times2.389=7.17$ m² K/GW. The effective conductivity falls from 32.5 to 12.7 W/(m K). This change is far larger than the error of the jump approximation.

## What changes in a real memory device

The bulk conductivity of the example has the size expected for crystalline silicon near room temperature. The film and its contacts are more idealized. Silicon channels in vertical charge-trap memory are typically much thinner than 100 nm and polycrystalline, so grain boundaries shorten the phonon paths. They also border on oxide, which is not a black reservoir of silicon phonons. Formula (5) moreover describes only heat that crosses the film from one face to the other. Heat running along a channel needs a different calculation. The result is sensitive to the black-wall assumption: absorbing half the phonons instead of all of them lowers it by about 60%, and absorbing 90% lowers it by 15%. It is at least as sensitive to how the bulk $k$ is split into $C$, $v$ and $\Lambda$, because the split sets the ballistic conductance $Cv/4$, here 0.42 GW/(m² K). The set $C=1.66$ MJ/(m³ K), $v=6400$ m/s, $\Lambda=41$ nm has the same bulk $k$, but (5) then gives about 94 W/(m K) at 100 nm. Simple models of the silicon phonon dispersion give a ballistic conductance of roughly 0.6 to 1.2 GW/(m² K). The value 32.5 W/(m K) therefore illustrates the formula and is not a prediction for silicon. The value $\varepsilon=0.5$ is a trial value, not a measured property of an interface.

Silicon also has a spread of phonon paths. As a model of this, use a classical Debye spectrum with $\Lambda\propto\omega^{-2}$, where $\omega$ is the phonon frequency, while holding $C$, $v$ and bulk $k$ fixed. The kinetic result then falls from 31.5 to 27.4 W/(m K), or by 13%. The direction of the change follows from (5) if it is applied to each path length separately. The contribution of a path $\Lambda$ is then proportional to $\Lambda/(1+4\Lambda/3L)$, which levels off for long paths. This function is concave in $\Lambda$, so spreading the paths while keeping their heat-capacity-weighted mean fixed lowers its average. For this spectrum the average is $k_{\rm eff}/k=1-\sqrt a\,\arctan(1/\sqrt a)$ with $a=4\,{\rm Kn}/9$, where Kn uses the mean path. It gives 28.2 instead of 32.5 W/(m K) at 100 nm, also a fall of 13%. The size of the effect depends on thickness: the fall is 22% at 1000 nm, and at 5000 nm the value is 114 W/(m K), 22% below bulk rather than the 6% of the grey model. Matching the bulk conductivity therefore does not fix the film conductivity.

The shorter mean free path at 85 °C has a weaker effect. If $\Lambda$ varies as $1/T$ and $C$ and $v$ are held fixed, $\Lambda$ falls to 218 nm and bulk $k$ to 122 W/(m K), a loss of 16%. The film value falls by only about 4%, to 31.1 W/(m K), because the larger resistance, $4/(Cv)$, does not contain $\Lambda$. In real silicon $C$ still rises by a few percent over this range, which lowers $4/(Cv)$ and can offset a change this small.

Two other omissions are small here. For a rough heavy-doping conductivity of 1000 S/cm, the Wiedemann–Franz law, with the Lorenz number of a fully degenerate electron gas, gives an electronic contribution of 0.73 W/(m K), about 2% of the film value. Silicon at this doping is only partly degenerate, so this is a rough estimate. Dopants also scatter phonons, a separate effect that is not estimated here. With a rough longitudinal sound speed $c_s=8400$ m/s, the thermal phonon wavelength $hc_s/(k_BT)$ is 1.3 nm at 300 K, where $h$ is Planck's constant and $k_B$ is Boltzmann's constant. This is much shorter than the 100 nm thickness, which supports the particle description. Neither estimate should be carried over unchanged to a film a few nanometres thick.

The complete set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough grey silicon values)
heat capacity C = 0.93 MJ/(m^3 K)
phonon speed v = 1800 m/s
mean free path = 260 nm
film thickness L = 100 nm
wall temperatures = 305 K and 295 K
RESULTS OF THE JUMP MODEL
bulk conductivity k = 145.1 W/(m K)
Knudsen number = 2.60
denominator 1 + 4 Kn/3 = 4.467
diffusive resistance L/k = 0.689 m^2 K/GW
both wall jumps 4/(C v) = 2.389 m^2 K/GW
film conductivity = 32.48 W/(m K)
film conductivity = 0.3248 W/(cm K)
heat flux = 3.248 GW/m^2
jump at each wall = 3.881 K
drop inside film = 2.239 K
diffusion temperatures at walls = 301.12, 298.88 K
COMPARISON WITH GREY KINETIC SOLUTION
kinetic film conductivity = 31.50 W/(m K)
formula excess in example = 3.10 %
kinetic local jump at each wall = 3.369 K
largest excess, Kn 0.01 to 100 = 3.37 %
Kn at largest excess = 1.41
kinetic thick-film Kn coefficient = 1.4209
twice Milne length by quadrature = 1.4209
thin-film slope at L/mfp=0.001: kinetic = 0.996
thin-film slope at L/mfp=0.001: formula = 0.749
L (nm), Kn, formula k_eff, kinetic k_eff (W/(m K))
   20  13.000     7.91     7.81
   50   5.200    18.29    17.87
  100   2.600    32.48    31.50
  200   1.300    53.08    51.35
  500   0.520    85.68    83.51
 1000   0.260   107.73   105.95
 5000   0.052   135.67   135.10
SIZES OF NEGLECTED EFFECTS
Debye spread of paths: k_eff = 27.4 W/(m K)
change from grey kinetic = -13 %
walls absorbing 0.5: k_eff = 12.7 W/(m K)
use at 358 K: mean free path = 218 nm
use at 358 K: bulk k = 121.5 W/(m K)
use at 358 K: k_eff = 31.1 W/(m K)
rough doped conductivity = 1000 S/cm
electronic heat conductivity = 0.73 W/(m K)
rough sound speed for wavelength = 8400 m/s
thermal phonon wavelength h c/(kB T) = 1.34 nm
```
